\section*{Logarithmic Charge Transfer and Image Lag over a Charge-Dependent Barrier}

\section{The situation}

A pinned photodiode collects photoelectrons during an exposure. A transfer gate is then opened for about a microsecond so that they can flow to a floating diffusion, where they are counted. If the gate opens insufficiently, a potential barrier remains between the two regions. The electrons still behind it when the gate closes appear in later frames as image lag.

The barrier does not stay constant during the transfer. Every electron that leaves lowers the electron energy in the well relative to the barrier top, so the next one has further to climb. How much charge crosses in a given time, and how does the residue show up afterwards?

\section{Assumptions and the emission rate}

Let $N$ be the number of electrons in the well, $e>0$ the elementary charge, and $\Phi(N)$ the energy of the barrier top above the electron quasi-Fermi level $\mu$ of the well. The assumptions are:

\begin{enumerate}
\item The electrons in the well are in thermal equilibrium among themselves at temperature $T$, and $\Phi\gg k_BT$, so the occupation at the barrier top is a Boltzmann factor.
\item Electrons cross the top without scattering, and none return from the floating diffusion.
\item Over the range of $N$ used, the barrier is linear in the stored charge,
\begin{equation}
\Phi(N)=\Phi_e-\frac{e^2N}{C}. \label{eq:linear}
\end{equation}
\end{enumerate}

The slope defines the capacitance $C$. The constant $\Phi_e$ is the value of the straight line at $N=0$; it need not be the barrier of a truly empty well.

\paragraph{Lemma 1 (thermionic rate).} Let the conduction band have ellipsoidal valleys with mass tensors $M$ in units of the electron mass $m_0$. Through a channel of cross-section $S$ with unit normal $\mathbf n$, and with the same barrier height over all of $S$, the emission rate in electrons per second is
\begin{equation}
R=\frac{SA^*T^2}{e}\,e^{-\Phi/k_BT},\qquad
A^*=\frac{4\pi e m_0k_B^2}{h^3}\sum_{\rm valleys}\sqrt{\det M\;\mathbf n^{T}M^{-1}\mathbf n}. \label{eq:rich}
\end{equation}

\emph{Proof.} At the barrier top an electron of momentum $\mathbf p$ has energy $\mu+\Phi+\mathbf p^TM^{-1}\mathbf p/2m_0$ and normal velocity $v_n=\mathbf n^TM^{-1}\mathbf p/m_0$. With two spin states per cell $h^3$, one valley carries the forward particle flux
\begin{equation}
j=\frac{2}{h^3}e^{-\Phi/k_BT}\int_{v_n>0}v_n\,e^{-\mathbf p^TM^{-1}\mathbf p/2m_0k_BT}\,d^3p .
\end{equation}
Substitute $\mathbf p=\sqrt{m_0k_BT}\,M^{1/2}\mathbf u$. Then $d^3p=(m_0k_BT)^{3/2}\sqrt{\det M}\,d^3u$, and $v_n=\sqrt{k_BT/m_0}\,|M^{-1/2}\mathbf n|\,u_\parallel$, where $u_\parallel$ is the component of $\mathbf u$ along $M^{-1/2}\mathbf n$. The remaining integral is
\begin{equation}
\int_0^\infty u_\parallel e^{-u_\parallel^2/2}du_\parallel\int e^{-u_\perp^2/2}d^2u_\perp=1\cdot2\pi .
\end{equation}
The prefactors combine to $4\pi m_0(k_BT)^2/h^3$, and $|M^{-1/2}\mathbf n|^2=\mathbf n^TM^{-1}\mathbf n$. Summing over valleys and multiplying by $S$ gives \eqref{eq:rich}. $\square$

\paragraph{Remark (barrier from the band edge).} Device simulations usually give the barrier $\varphi$ above the conduction-band edge $E_c$ of the well. For a nondegenerate well of volume $V$, $N/V=N_ce^{-(E_c-\mu)/k_BT}$ with $N_c$ the effective density of states, so
\begin{equation}
\Phi=\varphi+k_BT\ln\frac{N_cV}{N},\qquad
R=Sv_R\frac NV e^{-\varphi/k_BT},\qquad v_R=\frac{A^*T^2}{eN_c}. \label{eq:band}
\end{equation}
If $\varphi$ is the quantity that is linear in $N$, then \eqref{eq:linear} amounts to freezing the factor $N/V$ at its initial value. Section 4 removes this approximation for a well of constant volume.

\section{The logarithmic law}

\paragraph{Theorem.} Under assumptions 1--3, the number of electrons transferred in time $t$ from an initial number $N_0$ is
\begin{equation}
\Delta N(t)=N_T\ln\!\left(1+\frac t\tau\right),\qquad N_T=\frac{Ck_BT}{e^2},\qquad \tau=\frac{N_T}{R_0}, \label{eq:log}
\end{equation}
where $R_0=R(N_0)$ is the initial rate.

\emph{Proof.} Let $y=N_0-N$ be the number transferred. By \eqref{eq:linear}, $\Phi(N)=\Phi(N_0)+e^2y/C$. Inserted in \eqref{eq:rich}, this gives
\begin{equation}
\frac{dy}{dt}=R_0e^{-e^2y/Ck_BT}=R_0e^{-y/N_T}.
\end{equation}
Separating the variables and integrating from $y=0$ at $t=0$,
\begin{equation}
\int_0^{y}e^{y'/N_T}dy'=N_T\left(e^{y/N_T}-1\right)=R_0t .
\end{equation}
Dividing by $N_T$, adding 1 and taking the logarithm gives \eqref{eq:log}. $\square$

$N_T$ is the number of electrons whose removal raises the barrier by $k_BT$. For $t\ll\tau$ the barrier has hardly moved and $\Delta N\simeq R_0t$. For $t\gg\tau$, $\Delta N\simeq N_T\ln(t/\tau)$: each decade of time transfers $N_T\ln10$ electrons, whatever the barrier height. The rate is $N_T/(t+\tau)$, so at late times it too has lost its dependence on the initial barrier.

The law would empty the well at $t=\tau(e^{N_0/N_T}-1)$ with a finite rate still flowing. That is impossible, and it marks the breakdown of \eqref{eq:linear} when $N$ is no longer large compared with $N_T$.

\paragraph{Corollary 1 (loss of memory).} Define $t_*=\tau e^{N_0/N_T}$. Since $R_0\propto e^{N_0/N_T}$, $t_*$ does not depend on $N_0$. Writing $N_0=-N_T\ln e^{-N_0/N_T}$ in $N=N_0-\Delta N$ gives
\begin{equation}
N(t)=-N_T\ln\!\left[e^{-N_0/N_T}+\frac{t}{t_*}\right]. \label{eq:memory}
\end{equation}
For $t\gg\tau$ the second term dominates and the residue tends to $N_T\ln(t_*/t)$, independent of the starting charge. Within this model, the lag in electrons saturates as the signal grows.

\paragraph{Corollary 2 (dark frames).} After the exposed frame, let the gate be pulsed in the dark, with equal pulses $t_p$, the floating diffusion reset each time, no generation or leakage between pulses, and a barrier that does not depend on the floating-diffusion potential. The $k$-th dark frame then reads
\begin{equation}
L_k=N_T\ln\!\left(1+\frac{t_p}{\tau+kt_p}\right)\;\longrightarrow\;N_T\ln\!\left(1+\frac1k\right)\quad(t_p\gg\tau). \label{eq:lag}
\end{equation}

\emph{Proof.} The rate depends on $N$ alone, so emission resumes where it stopped and the pulse times add. Hence
\begin{equation}
L_k=\Delta N\big((k+1)t_p\big)-\Delta N(kt_p)=N_T\ln\frac{\tau+(k+1)t_p}{\tau+kt_p},
\end{equation}
which is \eqref{eq:lag}. $\square$

For $k\gg1$ and $kt_p\gg\tau$ the lag signal decays as $N_T/k$, much more slowly than an exponential, as long as $N\gg N_T$. In a short gate the barrier may also follow the floating-diffusion potential, which is reset between frames; the pulse times then no longer add. For the pixel of Section 5, if 10\% of the potential change of a 1.5 fF floating diffusion appears on the barrier, the first pulse moves 453 electrons instead of 473 and the first dark frame reads about 8 electrons more.

\paragraph{Corollary 3 (fluctuations).} Electrons leave singly and at random. For a fixed $N_0$, and to leading order in the deviation $\delta=N-\langle N\rangle$ over $N_T$, the variance of the transferred number is
\begin{equation}
\sigma^2=\frac{N_T}{2}\left[1-\left(\frac{\tau}{t+\tau}\right)^2\right]. \label{eq:var}
\end{equation}

\emph{Proof.} In $dt$, $N$ changes by $-1$ with probability $R\,dt$, so $d\langle N^2\rangle/dt=\langle-2NR+R\rangle$. Subtracting $d\langle N\rangle^2/dt=-2\langle N\rangle\langle R\rangle$ leaves $d\sigma^2/dt=-2\langle\delta R\rangle+\langle R\rangle$. Expanding $R(N)\simeq R(1+\delta/N_T)$ about the mean gives
\begin{equation}
\frac{d\sigma^2}{dt}=-\frac{2R}{N_T}\sigma^2+R .
\end{equation}
With $s=t+\tau$ and $R=N_T/s$ this becomes $d(s^2\sigma^2)/ds=N_Ts$. Integrating from $s=\tau$, where $\sigma=0$, yields $s^2\sigma^2=N_T(s^2-\tau^2)/2$. $\square$

Under assumptions 1--3 the feedback keeps the late variance at $N_T/2$: a well that has lost too many electrons emits more slowly.

\section{Two corrections to the rate}

\paragraph{Proposition 1 (population of the well).} If the well volume $V$ is constant and the band-edge barrier $\varphi$ is linear in $N$ with slope $-e^2/C$, then $x=N/N_T$ obeys
\begin{equation}
E_1(x)=E_1(x_0)+\frac t\tau\,\frac{e^{-x_0}}{x_0},\qquad E_1(x)=\int_x^\infty\frac{e^{-z}}{z}dz,\quad x_0=\frac{N_0}{N_T}. \label{eq:e1}
\end{equation}

\emph{Proof.} By \eqref{eq:band} the rate is now $R_0(N/N_0)e^{(N-N_0)/N_T}$. Dividing by $N_T$,
\begin{equation}
\frac{dx}{dt}=-\frac1\tau\,\frac{x}{x_0}\,e^{x-x_0}
\quad\Rightarrow\quad
-\frac{e^{-x}}{x}\frac{dx}{dt}=\frac{e^{-x_0}}{x_0\tau}.
\end{equation}
The left side is $dE_1(x)/dt$, and integration gives \eqref{eq:e1}. $\square$

The slope in logarithmic time follows from the same rate:
\begin{equation}
-\frac{dN}{d\ln t}=N_Txe^{x}\,\frac{t\,e^{-x_0}}{\tau x_0}=N_Txe^x\left[E_1(x)-E_1(x_0)\right]\simeq N_Txe^xE_1(x), \label{eq:slope}
\end{equation}
the last form holding late, when $E_1(x_0)\ll E_1(x)$. For large $x$, $E_1(x)\simeq e^{-x}(1-1/x)/x$, so the slope is $N_T(1-1/x)$ and the logarithmic law is recovered. For $x\ll1$, $E_1(x)\simeq-\gamma-\ln x$ with $\gamma$ Euler's constant, so $N$ decays exponentially with time constant $\tau x_0e^{x_0}$. The logarithm thus ends in an exponential tail.

\paragraph{Proposition 2 (scattering on the barrier).} If the top is flat over a length $\ell$ and electrons diffuse there with diffusivity $D$, the rate is multiplied by
\begin{equation}
\theta=\frac{1}{1+v_R\ell/D}. \label{eq:theta}
\end{equation}

\emph{Proof.} Let $n(z)$ be the density on the barrier, $n_{eq}$ its value in equilibrium with the well, and $J$ the net flux. For a nearly isotropic distribution the forward and backward fluxes are $v_Rn\pm J/2$. The well supplies the forward flux at the entrance, and nothing comes back at the exit:
\begin{equation}
v_Rn_{eq}=v_Rn(0)+\frac J2,\qquad 0=v_Rn(\ell)-\frac J2 .
\end{equation}
Hence $n(0)-n(\ell)=n_{eq}-J/v_R$. Diffusion requires $J=D[n(0)-n(\ell)]/\ell$, so $J(\ell/D+1/v_R)=n_{eq}$ and $J=\theta v_Rn_{eq}$. $\square$

A constant factor in the rate replaces $t/\tau$ by $\theta t/\tau$ in \eqref{eq:log}. At late times this subtracts $N_T\ln(1/\theta)$ from the transferred charge and leaves the slope unchanged.

\section{A laggy silicon pixel}

Take rough typical silicon parameters: $T=300$ K, $C=1$ fF, $V=0.3\ \mu\mathrm{m}^3$, and a channel 500 nm wide and 50 nm deep along $\langle110\rangle$. The thermionic stage begins with $N_0=1500$ electrons and $\varphi=0.200$ eV, and the pulse lasts 1 $\mu$s.

With masses 0.916 and 0.190, the valley sum in \eqref{eq:rich} is
\begin{equation}
4\sqrt{\tfrac12(0.190)(0.916+0.190)}+2\sqrt{(0.916)(0.190)}=2.131 .
\end{equation}
Direct summation over momentum space gives 2.1307 against 2.1309. It follows that $A^*=256$ A/cm$^2$K$^2$ and $v_R=5.25\times10^6$ cm/s. The density is $N_0/V=5\times10^{15}$ cm$^{-3}$ and $S=2.5\times10^{-10}$ cm$^2$, so
\begin{align}
R_0&=(2.5\times10^{-10})(5.25\times10^{6})(5\times10^{15})\,e^{-0.200/0.02585}\simeq2.87\times10^{9}\ \mathrm{s^{-1}},\\
N_T&=161\ \text{electrons}\ (25.9\ \mathrm{aC}),\qquad \tau=\frac{161.4}{2.87\times10^{9}}\ \mathrm{s}\simeq56\ \mathrm{ns}.
\end{align}
The pulse transfers $161.4\ln(1+1000/56.3)\simeq473$ electrons and leaves 1027, or 68\% of $N_0$. The logarithmic law and the population-corrected result \eqref{eq:e1} compare as follows.

\begin{center}
\begin{tabular}{ccc}
$t$ ($\mu$s) & $\Delta N$, \eqref{eq:log} & $\Delta N$, \eqref{eq:e1}\\
0.1 & 165 & 158\\
1 & 473 & 437\\
10 & 837 & 752
\end{tabular}
\end{center}

Relative to \eqref{eq:e1}, the logarithmic law is 4\%, 8\% and 11\% too high. At 10 $\mu$s the late form of \eqref{eq:slope} gives 313 electrons per decade, against 372 for the logarithmic law. The formal emptying time is 613 $\mu$s. The exponential tail of \eqref{eq:e1} would have a time constant of 5.7 ms if the straight barrier line and the constant volume held down to an empty well; a real well can differ considerably.

Starting from 2000 electrons instead of 1500, on the same barrier line, leaves 1035 instead of 1027: an extra 500 electrons add about 8 to the residue, as Corollary 1 predicts. Dark frames 1, 2 and 5 read 107, 64 and 29 electrons, close to the limits 112, 65 and 29 of \eqref{eq:lag}. With the population factor the first reads 95. A simulation of 6000 transfers with random single emissions gave a mean of 473.5 and a spread of 8.9 electrons; \eqref{eq:var} gives 9.0. The population factor strengthens the feedback and lowers the spread to 8.4.

\section{Comparison with real pixels}

A residue of 68\% is far from typical. It represents a gate that opens much too little, chosen so that $N\gg N_T$ holds. A good pixel leaves fewer than $N_T$ electrons and lies outside the logarithmic range. Scattering on the barrier can change the transfer considerably. For a flat top of 100 nm and a mobility of 800 cm$^2$/Vs, $D=20.7$ cm$^2$/s and $\theta=0.28$. The charge moved in 1 $\mu$s then drops from 473 to 290 electrons, and to 273 with the population factor included. The top is only a few mean free paths long, so \eqref{eq:theta} is approximate here: following individual trajectories with the same $D$ gives $\theta=0.27$--$0.28$ and 284--288 electrons in place of 290, depending on the scattering law. The absolute residue is therefore uncertain by an amount comparable to $N_T$, while the logarithmic form survives as long as the factor $\theta$ stays constant. A barrier that rises towards the edges of the channel has a similar effect, because it makes the effective cross-section smaller than $S$.

Temperature also matters. At 333 K, with $\varphi$ and $N_0$ held fixed, $N_T$ rises to 179, $\tau$ falls to 28 ns, and the pulse moves 648 electrons. A capacitance that falls linearly with the charge removed, by 20\% for a fully emptied well, changes 473 to 465.

Several other neglected effects are small for these numbers:
\begin{itemize}
\item Tunnelling near the top of a parabolic barrier, 0.20 eV high with a 50 nm half-length, raises the rate by 0.4\% in the two valleys with mass 0.190 along $\langle110\rangle$ and by 0.2\% in the four with mass 0.315, about 0.3\% in total, which moves less than one extra electron.
\item The well density is $1.8\times10^{-4}N_c$, so degeneracy is negligible.
\item The floating diffusion, with 1.5 fF and an initial Fermi-level drop of 1 V, returns a fraction of order $10^{-15}$.
\item Diffusion across a 1 $\mu$m photodiode takes about 0.5 ns, well below $\tau$, so the well stays close to equilibrium.
\item Confinement between hard walls across the 50 nm depth, taken along $[001]$, raises the lowest level by 0.8 meV in four valleys and by 0.2 meV in the other two. This is at most about 3\% of $k_BT$, so several levels are occupied and the classical momentum integral is a fair approximation. Summing over the discrete levels instead lowers the rate by about 8\%, which moves about 12 fewer electrons in the pulse. This figure belongs to hard walls; a parabolic depth profile of the same effective depth lowers the rate by only about 0.1\%.
\end{itemize}

If the initial $\varphi$ is only a few $k_BT$ or less, the first electrons leave by drift and diffusion. The theorem can then be used from the moment the barrier has grown to several $k_BT$, with $N_0$ and the start of time taken at that moment, provided assumptions 1--3 hold from there on. If it is $\varphi$ that is linear in $N$ and the well volume is constant, \eqref{eq:e1} is the better choice. In the example the logarithmic law then underestimates the residue by about 0.04, 0.2 and 0.5 $N_T$ after 0.1, 1 and 10 $\mu$s. If instead the filled volume shrinks in proportion to $N$, the density $N/V$ stays constant and the logarithmic law needs no population correction.

\section*{Computed results}
\begin{verbatim}
temperature: 300 K, kT = 25.85 meV
capacitance: 1.00 fF
starting charge N0: 1500 electrons
well volume: 0.30 um^3
channel width, depth: 500, 50 nm
masses long., trans.: 0.916, 0.190 m0
mass factor <110>: 2.1309
mass factor by quadrature: 2.1307
Richardson constant: 256.1 A/cm2K2
band density N_c: 2.738e+19 cm^-3
emission velocity v_R: 5.254e+06 cm/s
start barrier from band edge: 0.200 eV
start barrier from Fermi level: 0.4225 eV
linear barrier at N=0, Fermi level: 0.6629 eV
barrier rise per electron: 0.1602 meV
N_T: 161.36 electrons = 25.85 aC
initial rate: 2.8678e+09 electrons/s
tau: 56.27 ns
slope: 371.5 electrons/decade
formal emptying time: 613.1 us
t=0.1 us: moved log law 164.8, ODE 164.8, with population 158.3 e
t=1.0 us: moved log law 473.2, ODE 473.2, with population 437.3 e
t=10.0 us: moved log law 836.8, ODE 836.8, with population 751.9 e
left after 1.0 us: 1026.8 e, 68.5 % of N0
left if start is 2000 e: 1035.3 e
dark frame 1: 107.5 e, limit 111.8 e
dark frame 2: 63.9 e, limit 65.4 e
dark frame 5: 29.1 e, limit 29.4 e
dark frame 1 with population: 94.5 e
simulated events: mean 473.5, spread 8.87 e
spread from formula: 8.97 e
slope with population, 10 us: 313.4 electrons/decade
exponential tail time: 5.70 ms
mobility: 800 cm2/Vs, D = 20.68 cm2/s
barrier length: 100 nm
scattering factor theta: 0.282, layers 0.282
moved in 1 us with scattering: 289.6 e
moved, scattering and population: 272.9 e
moved, C changing by -20 %: 465.1 e
tunnelling factor on rate: 1.00401
occupation at barrier top: 7.97e-08
well density over N_c: 1.83e-04
floating diffusion: 1.5 fF, drop 1.00 V
drop after 1 us: 0.874 V, return 2.1e-15
diode length: 1.0 um, L^2/D = 0.48 ns
channel confinement energy: 0.79 meV
at 333 K: N_T 179.1 e, tau 27.54 ns
at 333 K: moved in 1 us 648.2 e
\end{verbatim}
